# Crossing of Extrinsic and Intrinsic Cumulative Weibull Hazards in Low-k Dielectrics

## Problem

The insulation between two neighbouring metal lines on a chip can break down in two ways. Extrinsic breakdown starts at a defect left by manufacture. Intrinsic breakdown is the wear-out of sound material under the electric field. The first breakdown of either kind ends the life of the part.

If mode $i$ acted alone, the fraction of parts failed by time $t$ would follow a Weibull distribution,

$$F_i(t)=1-\exp\!\left[-\left(\frac{t}{\eta_i}\right)^{\beta_i}\right],\qquad i=1,2 ,$$

with slope $\beta_i$ and scale $\eta_i$. For the extrinsic mode, $\beta_1=0.5$ and $\eta_1=10^6$ h. For the intrinsic mode, $\beta_2=3$ and $\eta_2=10^5$ h. The two failure times of a part are independent, and all parts are drawn from the same two distributions.

(a) Define the hazard rate and the cumulative hazard, and find both for a Weibull mode.

(b) Show that the two cumulative hazards cross at one positive time only, near $6.3\times10^4$ h, and say which is larger on each side.

(c) Find the common value of the cumulative hazards at the crossing, and the fraction of parts failed by then. What does the crossing look like on a Weibull plot?

(d) Do the hazard rates cross at the same time? When is the total hazard rate least?

(e) Have the two modes caused equal numbers of failures at the crossing?

(f) How does the crossing move when the scales, the intrinsic slope or the insulated area change?

(g) Estimate how far the crossing moves if some assumptions of the model are relaxed.

## Solution

### (a) Rate and cumulative hazard

Let $S_i=1-F_i$ be the surviving fraction when mode $i$ acts alone. The hazard rate $h_i$ is the failure rate per surviving part: of the parts still alive at $t$, a fraction $h_i\,dt$ fails in the next interval $dt$. In that interval the surviving fraction changes by $dS_i=-h_iS_i\,dt$, so

$$h_i=-\frac{1}{S_i}\frac{dS_i}{dt}=-\frac{d\ln S_i}{dt}.$$

The cumulative hazard is the integral of this rate from the start of life. Since all parts work at $t=0$, $S_i(0)=1$ and

$$H_i(t)=\int_0^t h_i(t')\,dt'=-\ln S_i(t)+\ln S_i(0)=-\ln S_i(t).$$

For the Weibull distribution, $S_i=\exp[-(t/\eta_i)^{\beta_i}]$, which gives

$$H_i=\left(\frac{t}{\eta_i}\right)^{\beta_i},\qquad
h_i=\frac{dH_i}{dt}=\frac{\beta_i}{\eta_i}\left(\frac{t}{\eta_i}\right)^{\beta_i-1}=\frac{\beta_iH_i}{t}.$$

The last form will be useful below. The extrinsic rate varies as $t^{-1/2}$: it is infinite at $t=0$, but its integral is finite, and it falls as the weakest parts are removed. The intrinsic rate grows as $t^2$, as expected of wear-out.

A cumulative hazard has no unit, but it is not a probability and can exceed one. The failed fraction is $F_i=1-e^{-H_i}$, which is close to $H_i$ only when $H_i\ll1$. At $t=\eta_i$, $H_i=1$ whatever the slope.

### (b) The crossing

Setting $H_1=H_2$ at $t=t_*$ gives

$$\frac{t_*^{\beta_1}}{\eta_1^{\beta_1}}=\frac{t_*^{\beta_2}}{\eta_2^{\beta_2}} .$$

For $t_*>0$, divide by $t_*^{\beta_1}$ and multiply by $\eta_2^{\beta_2}$:

$$t_*^{\beta_2-\beta_1}=\frac{\eta_2^{\beta_2}}{\eta_1^{\beta_1}},
\qquad
t_*=\left(\frac{\eta_2^{\beta_2}}{\eta_1^{\beta_1}}\right)^{1/(\beta_2-\beta_1)} .$$

With times in hours, $\eta_2^{\beta_2}=(10^5)^3=10^{15}$ and $\eta_1^{\beta_1}=(10^6)^{0.5}=10^3$. Therefore

$$t_*^{2.5}=10^{12},\qquad t_*=10^{12/2.5}=10^{4.8}=6.31\times10^4\ \text{h},$$

or 7.2 years of continuous operation.

To see that there is no other crossing, form the ratio of the two cumulative hazards. It is a constant times $t^{\beta_2-\beta_1}$, and it equals one at $t_*$, so

$$\frac{H_2}{H_1}=\left(\frac{t}{t_*}\right)^{\beta_2-\beta_1}=\left(\frac{t}{t_*}\right)^{2.5}.$$

This rises steadily from zero to infinity and passes through one once. The extrinsic cumulative hazard is the larger before $t_*$, the intrinsic one after it. Three times show how quickly the order changes:

| $t$ (h) | $H_1$ | $H_2$ |
|---|---|---|
| $1.00\times10^4$ | 0.100 | 0.001 |
| $6.31\times10^4$ | 0.251 | 0.251 |
| $1.00\times10^5$ | 0.316 | 1.000 |

Two limits help to place the result. Dividing the formula for $t_*$ by $\eta_2=(\eta_2^{\beta_2-\beta_1})^{1/(\beta_2-\beta_1)}$ leaves

$$\frac{t_*}{\eta_2}=\left(\frac{\eta_2}{\eta_1}\right)^{\beta_1/(\beta_2-\beta_1)} .$$

If $\beta_2\to\infty$ with the other parameters fixed, the exponent tends to zero and $t_*\to\eta_2$: wear-out then strikes all parts at nearly one time, and the crossing must lie there. If instead $\beta_2=\beta_1$, the ratio $H_2/H_1$ does not depend on time. There is then no crossing, unless the scales are also equal and the two curves coincide.

### (c) Value at the crossing and the Weibull plot

Raising the last equation to the power $\beta_2$ gives the common value

$$H_*=\left(\frac{t_*}{\eta_2}\right)^{\beta_2}
=\left(\frac{\eta_2}{\eta_1}\right)^{\beta_1\beta_2/(\beta_2-\beta_1)}
=(0.1)^{1.5/2.5}=10^{-0.6}=0.251 .$$

Either mode alone would have failed $1-e^{-0.251}=22.2\,\%$ of the parts by $t_*$. With both at work, a part survives only if it escapes both. Independence makes the probabilities multiply, so the cumulative hazards add:

$$S=S_1S_2=e^{-(H_1+H_2)} .$$

At the crossing the failed fraction is $1-e^{-2H_*}=39.5\,\%$. This is less than twice 22.2 %, because a part that would have failed in both ways is counted once.

The crossing itself compares $F_1$ with $F_2$ and does not need independence. The product rule for $S$ does. To infer $H_1$ and $H_2$ separately from parts of which only the first failure is seen, one also needs independence, or some other known relation between the two failure times.

A Weibull plot shows $\ln[-\ln(1-F)]$, which is $\ln H$, against $x=\ln t$. For one mode,

$$\ln H_i=\beta_i x-\beta_i\ln\eta_i ,$$

a straight line of slope $\beta_i$. The two lines meet at $t_*$. The observed failures, however, follow $H=H_1+H_2$, whose local slope is

$$\frac{d\ln H}{dx}=\frac{t}{H}\frac{dH}{dt}=\frac{\beta_1H_1+\beta_2H_2}{H_1+H_2}
=\beta_1+(\beta_2-\beta_1)\frac{r}{1+r},\qquad r=\frac{H_2}{H_1}.$$

Well before the crossing $r\ll1$ and the slope is 0.5; well after it $r\gg1$ and the slope is 3. At $t_*$, $r=1$ and the slope is the mean, 1.75. To find where the curve bends most strongly with $x$, use $dr/dx=(\beta_2-\beta_1)r$:

$$\frac{d^2\ln H}{dx^2}=(\beta_2-\beta_1)\frac{1}{(1+r)^2}\frac{dr}{dx}
=(\beta_2-\beta_1)^2\frac{r}{(1+r)^2}.$$

The factor $r/(1+r)^2=1/(r+2+1/r)$ is greatest when $r+1/r$ is least, that is, at $r=1$. Within this model, the slope therefore changes fastest at the crossing of the cumulative hazards, and in this sense the crossing is the knee of the plotted curve. The bend that looks sharpest to the eye lies earlier, at a place that depends on the scales of the axes.

### (d) Hazard rates

The rates are equal when $\beta_1H_1/t=\beta_2H_2/t$, so that $H_2/H_1=\beta_1/\beta_2=1/6$. The ratio found in (b) turns this into a time:

$$\left(\frac{t}{t_*}\right)^{2.5}=\frac16,\qquad t=t_*\,6^{-0.4}=3.08\times10^4\ \text{h}.$$

This is about half of $t_*$. From then on wear-out is the greater present danger, but its integral needs until $t_*$ to catch up with the hazard that defects accumulated earlier. At $t_*$ itself the cumulative hazards are equal, and the intrinsic rate is $\beta_2/\beta_1=6$ times the extrinsic one.

For the least total rate, differentiate $h_i$, which is proportional to $t^{\beta_i-1}$:

$$\frac{dh_i}{dt}=\frac{(\beta_i-1)h_i}{t}=\frac{\beta_i(\beta_i-1)H_i}{t^2}.$$

The sum of the two derivatives is

$$\frac{d(h_1+h_2)}{dt}=\frac{H_1}{t^2}\left[-\frac14+6\left(\frac{t}{t_*}\right)^{2.5}\right].$$

The bracket is negative at early times and positive at late times, so its single zero is a minimum. It lies at $(t/t_*)^{2.5}=1/24$, or

$$t=t_*\,24^{-0.4}=1.77\times10^4\ \text{h}.$$

This is the floor of the bathtub-shaped curve of total hazard rate.

### (e) Failures caused by each mode

A failure is caused by mode $i$ in the interval $dt$ if the part has survived both modes until $t$ and mode $i$ then strikes. The fraction of all parts lost to mode $i$ is

$$I_i(t)=\int_0^t h_i(t')\,S(t')\,dt' .$$

The weight $S$ makes this different from $H_i$. Let $D=H_1-H_2$, which vanishes at $t=0$ and at $t_*$ and is positive between. Integration by parts, with $dS/dt=-(h_1+h_2)S$, gives

$$I_1(t_*)-I_2(t_*)=\int_0^{t_*}\frac{dD}{dt}\,S\,dt
=\big[DS\big]_0^{t_*}+\int_0^{t_*}D\,(h_1+h_2)\,S\,dt .$$

The boundary term is zero and the last integrand is positive. Hence the extrinsic mode has caused more failures at the crossing, although the cumulative hazards are equal.

Numerical quadrature of $I_i$ gives 21.5 % of the parts lost to the extrinsic mode and 18.0 % to the intrinsic one, which add up to the 39.5 % found in (c). Both are below the 22.2 % that each mode would reach alone. The intrinsic mode loses more of its share because it acts late: defects have by then removed about a fifth of the parts that wear-out alone would have failed by $t_*$.

The difference $I_1-I_2$ has the derivative $(h_1-h_2)S$. It therefore grows from zero until the rates are equal, and falls afterwards, so it can return to zero once at most. Solving $I_1=I_2$ numerically places this return at $6.87\times10^4$ h, somewhat after $t_*$. A count of failed parts sorted by cause would thus balance later than the cumulative hazards do.

### (f) Scales, slope and area

The logarithm of the formula for $t_*$ is

$$\ln t_*=\frac{\beta_2\ln\eta_2-\beta_1\ln\eta_1}{\beta_2-\beta_1}.$$

With the slopes held fixed,

$$\frac{\partial\ln t_*}{\partial\ln\eta_2}=\frac{\beta_2}{\beta_2-\beta_1}=1.2,
\qquad
\frac{\partial\ln t_*}{\partial\ln\eta_1}=-\frac{\beta_1}{\beta_2-\beta_1}=-0.2 .$$

A 1 % longer intrinsic scale delays the crossing by about 1.2 %. A 1 % longer extrinsic scale brings it forward by about 0.2 %, because a weaker extrinsic hazard is overtaken sooner. An earlier crossing is therefore not in itself a sign of a worse dielectric. The two numbers add up to one: if both scales are multiplied by the same factor, so is $t_*$.

The intrinsic slope matters too. With $\beta_2=2.5$ and both scales unchanged, $t_*^2=10^{12.5}/10^3=10^{9.5}$, so $t_*=10^{4.75}=5.62\times10^4$ h, which is 11 % earlier. A lower slope spreads wear-out more widely about $\eta_2$: it raises $H_2$ before $\eta_2$ and lowers it after. Here $\eta_2<\eta_1$ places the crossing before $\eta_2$, so the crossing comes earlier; with $\eta_1<\eta_2$ it would lie after $\eta_2$ and be delayed.

For the area, let a chip consist of $N$ equal cells that fail independently, and let it fail with its first cell. Its survival under mode $i$ is $S_i^N$, and its cumulative hazard is $-\ln S_i^N=NH_i$. Both hazards gain the same factor, so $t_*$ does not move. The failed fraction at $t_*$ does: for $N=4$ it is

$$1-e^{-2NH_*}=1-e^{-8\times0.251}=86.6\,\% .$$

This rule requires that both modes scale with area in the same way. If the added cells hold fewer defects than the first one, for example, the extrinsic factor is less than $N$ and the crossing comes earlier.

### (g) Relaxing the assumptions

**Defects in some parts only.** The model lets every part be subject to the extrinsic mode. Suppose instead that a fraction $p=0.1$ carries defects and the rest can fail only by wear-out. For the whole population the extrinsic survival is $1-p+pe^{-H_1}$, and the cumulative hazard is

$$\tilde H_1=-\ln\!\left(1-p+pe^{-H_1}\right).$$

For small $p$ this is about $p(1-e^{-H_1})$, so it is reduced roughly tenfold while $H_1$ is small, and it levels off once the defective parts are gone. The equation $\tilde H_1=H_2$ has no simple closed solution; a numerical root search gives $t=2.4\times10^4$ h, where both sides are 0.0146. The crossing comes 61 % earlier than in the original model, since wear-out has a much smaller hazard to overtake.

**Temperature.** Let lifetimes follow the Arrhenius law with activation energy $E_a=0.7$ eV, and let the use temperature rise from $T=378$ K to $T'=383$ K. The life is multiplied by

$$a=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{T'}-\frac1T\right)\right]=0.755 .$$

If both modes are shortened alike, $t_*$ is multiplied by $a$ and becomes $4.77\times10^4$ h. If only the intrinsic mode responds, (f) gives the factor $a^{1.2}$ and $t_*=4.51\times10^4$ h.

**Gap width.** A voltage of 1 V across a 30 nm gap gives a field of 0.333 MV/cm. If the gap is 10 % narrower, the field is 0.370 MV/cm. With lifetime proportional to $e^{-\gamma E}$ and $\gamma=4$ cm/MV, the life factor is $e^{-4(0.370-0.333)}=0.862$. The crossing moves to $5.44\times10^4$ h if both modes respond, and to $5.28\times10^4$ h if only the intrinsic one does.

These figures depend strongly on the field law. Breakdown is usually measured at several MV/cm, and the exponential law is carried here to a much lower field. A power law $E^{-n}$ with the same slope of log-life against field at 5 MV/cm has $n=5\gamma=20$ (with $\gamma$ in cm/MV). Its life factor is $0.9^{20}=0.12$, and, with $\eta_2=10^5$ h still taken for the nominal gap, the crossing would fall to $5.0\times10^3$ h if only the intrinsic mode responds. This compares only the sensitivity to the gap. If both laws were fitted to the same lifetime at 5 MV/cm, the step down to 0.333 MV/cm would lengthen it by $15^{20}\approx3\times10^{23}$ under the power law but only by $e^{18.7}\approx1.3\times10^{8}$ under the exponential law, so the power law would predict a far longer $\eta_2$ and a far later crossing.

**Comparison with real interconnects.** The gap, voltage, temperature, activation energy and $\gamma$ used here are rough values meant for the insulation between lines of an on-chip interconnect, not data for a particular material. An intrinsic scale of $10^5$ h, about a decade, is of the order of the service life wanted from such parts. Since wear-out alone would fail $1-e^{-1}=63\,\%$ of them by then, a product needs a much longer intrinsic scale. The extrinsic mode is far too severe as well. At early times $H_2$ is negligible, so 1 % of the parts have failed when $(t/\eta_1)^{0.5}=-\ln0.99$, that is, after only 101 h. The numbers describe a poor population, with too short an intrinsic life and with weak parts that have not been screened out. If the exponential field law holds, the largest of the changes estimated here comes from dropping the assumption that every part is subject to the defect mode, which real populations need not obey: this moves the crossing from $6.3\times10^4$ to $2.4\times10^4$ h. The ranking depends on the inputs chosen: with $p=0.5$ the crossing comes only 26 % earlier, less than the 29 % given by the 5 K warming of the intrinsic mode alone, and a 15 K warming would give 63 %. Gap widths also vary from part to part. Where a narrow gap shortens both lives, the two failure times are correlated, and the product $S=S_1S_2$ no longer holds for the population as a whole.

Numerical values quoted here were computed with a short program.
